# Why Attaching a Metal Raises the Carbonyl Stretch in a Spring Model

## What dimensions and symmetry fix

Three point masses $M$, $m_C$, $m_O$ lie on a line in the order metal, carbon, oxygen. A spring of constant $k_1$ joins M to C, and a spring of constant $k_2$ joins C to O. A vibration of angular frequency $\omega$ is described by $\lambda=\omega^2$, which has the dimension of force constant over mass. Free CO has the single value

$$\lambda_0=\frac{k_2}{\mu},\qquad \frac1\mu=\frac1{m_C}+\frac1{m_O}.$$

The upper eigenvalue of the chain must therefore have the form

$$\lambda_+=\frac{k_2}{\mu}\,\Psi\!\left(\frac{k_1}{k_2},\frac{m_C}{M},\frac{m_C}{m_O}\right),\qquad \Psi=1\ \text{at}\ k_1=0 .$$

Suppose an observer treats the bound carbonyl as free CO. The observer then assigns it the apparent constant $k_{\rm app}=\mu\lambda_+$, whose error is

$$k_{\rm app}-k_2=k_2(\Psi-1)=k_1\,\Phi ,$$

where $\Phi=(\Psi-1)k_2/k_1$ is a pure number. Translation symmetry adds that the energy depends on the two bond elongations alone, since moving the whole chain costs nothing. These arguments fix the form of the error but not the sign or size of $\Phi$, which are the subject of the theorem.

## Assumptions and theorem

The motion is harmonic and along the axis. With displacements $x_M,x_C,x_O$ from equilibrium, the elongations are

$$r=x_C-x_M,\qquad s=x_O-x_C,$$

and the potential energy is $V=\tfrac12k_1r^2+\tfrac12k_2s^2$. There is no cross term $rs$; its effect is treated further below. Define

$$G_{11}=\frac1M+\frac1{m_C},\quad G_{22}=\frac1\mu,\quad c=\frac{m_O}{m_C+m_O}=\frac{\mu}{m_C}.$$

A mode is called the carbonyl stretch if more than half of its potential energy is in the CO spring.

**Theorem.** Let all masses and both force constants be positive.

(a) The upper mode satisfies $\lambda_+>\lambda_0+k_1c^2/\mu$.

(b) The upper mode is the carbonyl stretch if and only if $k_2G_{22}>k_1G_{11}$.

(c) Let free CO have the constant $k_{\rm free}$, and let the bound carbonyl satisfy the condition in (b). Then
$$k_{\rm free}-k_2>(k_{\rm free}-k_{\rm app})+k_1c^2 .$$

Parts (a) and (b) say that, when the condition in (b) holds, attachment at unchanged $k_2$ raises the carbonyl stretch. Part (c) says that a red shift read as if CO were free understates the loss of force constant. "Bond weakening" here means that loss; the model says nothing about dissociation energy.

## Lemma 1: the two frequencies

**Lemma 1.** The nonzero eigenvalues satisfy
$$(\lambda-a)(\lambda-b)=g^2,\quad a=k_1G_{11},\quad b=k_2G_{22}=\lambda_0,\quad g=\frac{\sqrt{k_1k_2}}{m_C}.$$
One root lies above both $a$ and $b$, the other below both, and both are positive.

*Proof.* A stretched spring pulls its ends together, so

$$M\ddot x_M=k_1r,\qquad m_C\ddot x_C=-k_1r+k_2s,\qquad m_O\ddot x_O=-k_2s .$$

Dividing by the masses and subtracting neighbours gives

$$\ddot r=-k_1G_{11}\,r+\frac{k_2}{m_C}s,\qquad \ddot s=\frac{k_1}{m_C}r-k_2G_{22}\,s .$$

In a normal mode $\ddot r=-\lambda r$ and $\ddot s=-\lambda s$. Set $R=\sqrt{k_1}\,r$ and $S=\sqrt{k_2}\,s$, multiply the first equation by $-\sqrt{k_1}$ and the second by $-\sqrt{k_2}$:

$$\lambda R=aR-gS,\qquad \lambda S=-gR+bS. \tag{1}$$

Hence $(\lambda-a)R=-gS$ and $(\lambda-b)S=-gR$. Neither $R$ nor $S$ can vanish alone, because $g\neq0$. Multiplying the two equations and cancelling $RS$ gives the stated relation.

The function $(\lambda-a)(\lambda-b)-g^2$ equals $-g^2<0$ at $\lambda=a$ and at $\lambda=b$, and it is positive for large $|\lambda|$. One root therefore lies above the larger of $a,b$ and one below the smaller. The product of the roots is $ab-g^2=k_1k_2D$, with

$$D=G_{11}G_{22}-\frac1{m_C^2}=\frac1{Mm_C}+\frac1{Mm_O}+\frac1{m_Cm_O}>0 .$$

The upper root is positive, so the lower one is too. $\square$

## Lemma 2: the size of the rise

**Lemma 2.** The rise at unchanged $k_2$ is
$$\lambda_+-\lambda_0=\frac{g^2}{\lambda_+-a}=\frac{k_1c^2}{\mu}\,\frac{\lambda_0}{\lambda_0-\lambda_-}>\frac{k_1c^2}{\mu}.$$

*Proof.* The first equality is Lemma 1 divided by $\lambda_+-a$, which is positive. The roots sum to $a+b$, so $\lambda_+-a=b-\lambda_-=\lambda_0-\lambda_-$. Next,

$$\frac{g^2}{\lambda_0}=\frac{k_1k_2}{m_C^2}\,\frac{\mu}{k_2}=\frac{k_1\mu}{m_C^2}=\frac{k_1c^2}{\mu},$$

where the last step uses $c=\mu/m_C$. This gives the second equality. Since $0<\lambda_-<\lambda_0$, the remaining factor exceeds one. $\square$

**Physical reading.** Let the chain perform the vibration of free CO with the metal at rest. For unit CO elongation the centre of mass of CO stays fixed if $x_C=-c$ and $x_O=1-c$. Then $r=-c$ and $s=1$: as CO lengthens, carbon moves towards the metal and compresses the M–C spring. The Rayleigh quotient of this motion, twice the potential energy over the mass-weighted square of the displacement, is

$$\frac{k_2+k_1c^2}{m_Cc^2+m_O(1-c)^2}=\frac{k_2+k_1c^2}{\mu}. \tag{2}$$

The denominator equals $m_Cm_O(m_O+m_C)/(m_C+m_O)^2=\mu$. A Rayleigh quotient is a weighted average of the eigenvalues $0,\lambda_-,\lambda_+$, so it cannot exceed $\lambda_+$. The term $k_1c^2$ is twice the energy that carbon stores in the metal spring at unit CO elongation, and dividing it by $\mu$ gives the bound of Lemma 2. The metal contributes a restoring force, while its mass takes no part in this trial motion.

**Weak-spring limit.** As $k_1\to0$ at fixed $k_2$, $\lambda_-<a\to0$ and the factor in Lemma 2 tends to one. Then $\Phi\to c^2$, whatever the values of $M$ and $k_2$.

## Lemma 3: which mode is the carbonyl stretch

**Lemma 3.** The fraction of potential energy in the CO spring in the upper mode is
$$w_+=\frac{\lambda_+-a}{(\lambda_+-a)+(\lambda_+-b)} .$$
It exceeds one half if and only if $b>a$. If $a>b$, the lower mode is the carbonyl stretch, and it lies below $\lambda_0$.

*Proof.* Since $2V=R^2+S^2$, the CO fraction is $S^2/(R^2+S^2)$. From (1), $S/R=-(\lambda-a)/g$. With $g^2$ from Lemma 1,

$$\frac{S^2}{R^2}=\frac{(\lambda-a)^2}{(\lambda-a)(\lambda-b)}=\frac{\lambda-a}{\lambda-b}.$$

For $\lambda_+$ both differences are positive, which gives $w_+$, and $w_+>\tfrac12$ means $\lambda_+-a>\lambda_+-b$, that is, $b>a$. For $\lambda_-$ the ratio is $(a-\lambda_-)/(b-\lambda_-)$ with both differences positive, and it exceeds one if and only if $a>b$. By Lemma 1, $\lambda_-<b=\lambda_0$. $\square$

If $a=b$, each mode has half its energy in each spring and neither deserves the name.

**Rigid limit.** The case $a>b$ contains the situation in which attachment lowers the stretch. Let $k_1\to\infty$ at fixed $k_2$. The lower root stays below $b$, so dividing Lemma 1 by $k_1$ and dropping $\lambda_-/k_1$ leaves

$$-G_{11}(\lambda_--k_2G_{22})=\frac{k_2}{m_C^2}.$$

Because $1/(m_C^2G_{11})=M/[m_C(M+m_C)]$, and $1/m_C$ minus this quantity is $1/(M+m_C)$,

$$\lambda_-\to k_2\left(\frac1{M+m_C}+\frac1{m_O}\right)<\lambda_0 .$$

Carbon and metal now move as one heavy atom. The expectation that attachment slows the vibration by adding the metal's mass to carbon belongs to this limit, where the M–C spring is far stiffer than the CO spring.

## Proof of the theorem

Part (a) is Lemma 2 and part (b) is Lemma 3. For (c), multiply (a) by $\mu$, which gives $k_{\rm app}-k_2>k_1c^2$, and insert this in

$$k_{\rm free}-k_2=(k_{\rm free}-k_{\rm app})+(k_{\rm app}-k_2). \qquad\square$$

**Remark on zero and blue shifts.** Part (c) does not require a red shift. If the bound and free wavenumbers agree, then $k_{\rm app}=k_{\rm free}$ and the bond has still lost more than $k_1c^2$. Within this model, a small blue shift can accompany a weakened bond.

**Corollary (inversion).** If $k_1$ and the masses are known, an observed $\lambda>a$ determines $k_2$. Write Lemma 1 as $(\lambda-a)(\lambda-k_2G_{22})=k_1k_2/m_C^2$ and collect the terms in $k_2$:

$$k_2=\frac{\lambda(\lambda-a)}{G_{22}(\lambda-a)+k_1/m_C^2}. \tag{3}$$

Numerator and denominator are positive, so the solution is unique and positive. The condition in (b) must then be checked with the value found.

## When the two stretches interact

Add $f\,rs$ to the potential energy. A positive $f$ means that stretching one bond favours shortening the other.

**Proposition.** Let $k_2G_{22}>k_1G_{11}$. The upper mode stays above $\lambda_0=k_2/\mu$ for all $f<f^*$ and falls below it when $f$ passes just above $f^*$, where
$$f^*=\frac{k_1k_2/m_C}{k_2G_{22}+\sqrt{k_2^2G_{22}^2-Dk_1k_2}}>\frac{k_1c}{2}.$$

*Proof.* The bond tensions are now $\tau_1=k_1r+fs$ and $\tau_2=fr+k_2s$. They replace $k_1r$ and $k_2s$ in the equations of motion, so

$$\lambda r=G_{11}\tau_1-\frac{\tau_2}{m_C},\qquad \lambda s=-\frac{\tau_1}{m_C}+G_{22}\tau_2 .$$

The trace of this $2\times2$ system is $k_1G_{11}+k_2G_{22}-2f/m_C$ and its determinant is $(k_1k_2-f^2)D$. The eigenvalues are the roots of

$$p(\lambda)=\lambda^2-\lambda\left(k_1G_{11}+k_2G_{22}-\frac{2f}{m_C}\right)+(k_1k_2-f^2)D .$$

At $\lambda_0=k_2G_{22}$ the squares cancel. With $D-G_{11}G_{22}=-1/m_C^2$,

$$-p(\lambda_0)=Df^2-\frac{2k_2G_{22}}{m_C}f+\frac{k_1k_2}{m_C^2}.$$

If this is positive, $\lambda_0$ lies between the roots and $\lambda_+>\lambda_0$. The quadratic in $f$ has real roots because $k_2G_{22}^2>k_1G_{11}G_{22}>k_1D$. It is positive below its smaller root, which is

$$f^*=\frac1{Dm_C}\left(k_2G_{22}-\sqrt{k_2^2G_{22}^2-Dk_1k_2}\right).$$

Multiplying and dividing by the same bracket with a plus sign gives the stated form. The square root is smaller than $k_2G_{22}$, so $f^*>k_1/(2m_CG_{22})=k_1c/2$.

At $f=f^*$, $\lambda_0$ is a root. The other root is the trace minus $\lambda_0$, namely $k_1G_{11}-2f^*/m_C$, which is less than $\lambda_0$. So $\lambda_0$ is the upper root there. Just above $f^*$, $p(\lambda_0)>0$ and $\lambda_0$ lies outside the two roots; by continuity it lies above both. $\square$

The trial motion shows the cause. With $r=-c$ and $s=1$, the numerator of (2) becomes $k_2+k_1c^2-2fc$. A positive $f$ makes it easier for M–C to shorten while CO lengthens, which is the motion that the metal spring resists.

## Worked example

Take round parameters: $M=50$ u, $m_C=12$ u, $m_O=15.995$ u, $k_1=200$ N/m and $k_{\rm free}=1900$ N/m. The bound carbonyl has a harmonic wavenumber of $2000\ \mathrm{cm^{-1}}$. Then $\mu=6.856$ u, $c=0.571$ and $c^2=0.326$. The wavenumber is $\sqrt\lambda$ divided by $2\pi$ times the speed of light, which gives $2168.7\ \mathrm{cm^{-1}}$ for free CO.

**Attachment at unchanged force constant.** The bound replaces 1900 by $1900+200(0.3264)=1965.3$ N/m, so the wavenumber must exceed

$$2168.7\sqrt{1965.3/1900}=2205.7\ \mathrm{cm^{-1}}.$$

The full solution is $2207.2\ \mathrm{cm^{-1}}$, a rise of about $38\ \mathrm{cm^{-1}}$. Rigid attachment of the same mass would instead give $1593\ \mathrm{cm^{-1}}$.

**Reading the red shift.** The observed shift is $-169\ \mathrm{cm^{-1}}$. The free-CO reading gives

$$k_{\rm app}=1900\,(2000/2168.7)^2\approx1616\ \mathrm{N/m},$$

an apparent loss of 284 N/m. For the inversion, $\lambda=1615.8/6.8562=235.67$ and $a=20.67$, both in (N/m)/u, so $\lambda-a=215.00$. Equation (3) gives

$$k_2=\frac{235.67\times215.00}{215.00/6.8562+200/144}=\frac{50669}{32.75}\approx1547\ \mathrm{N/m}.$$

The loss in the model is 353 N/m, and the free-CO reading misses 19 % of it. The apparent constant is too high by 68.5 N/m, against the lower bound $k_1c^2=65.3$ N/m. Lemma 2 accounts for the difference: here $\lambda_0=k_2G_{22}=225.68$ and $\lambda_0-\lambda_-=\lambda-a=215.00$, and $65.3\times225.68/215.00=68.5$.

The condition of part (b) holds with a wide margin, $225.68>20.67$, and the CO spring carries 96 % of the potential energy of the upper mode.

The shift can be split by first attaching the metal at 1900 N/m and then weakening the bond with $k_1$ and $M$ held fixed. The steps are $+38$ and $-207\ \mathrm{cm^{-1}}$. The split depends on this order; the total does not.

At the same observed wavenumber, $k_1=100$ and 300 N/m give $k_2=1582$ and 1510 N/m. An infinitely heavy metal at $k_1=200$ N/m changes $k_2$ by only about 1 N/m. For an end atom well heavier than carbon the correction is governed by the metal–carbon spring, not by the metal's mass: it stays between 67 and 70 N/m from 27 u upwards, but reaches 77 N/m at 7 u.

## The model beside real carbonyls

The parameters lie in the rough regime of terminal carbonyls in transition-metal precursors such as the group 6 hexacarbonyls: an M–C constant near 200 N/m and a CO stretch near $2000\ \mathrm{cm^{-1}}$. For a single carbonyl, the assumption $f=0$ can matter more than the anharmonicity treated below. Take positive interaction constants up to 70 N/m, a range that includes the threshold. This range is realistic: harmonic force fields fitted to Cr(CO)$_6$ give roughly $k_1\approx210$, $k_2\approx1720$ and $f\approx70$ N/m, against $f^*\approx60$ N/m. The 1547 N/m and the 19 % of the worked example therefore belong to the model with $f=0$ and do not describe that molecule. With $k_2$ set to $k_{\rm app}$, so that the free-CO reading is correct, the Proposition gives $f^*=57.8$ N/m. At the fixed wavenumber of $2000\ \mathrm{cm^{-1}}$ the numbers are:

| $f$ (N/m) | true $k_2$ (N/m) | $k_{\rm app}-k_2$ (N/m) |
|---|---|---|
| 0 | 1547 | 68.5 |
| 30 | 1583 | 32.8 |
| 60 | 1618 | −2.5 |
| 70 | 1630 | −14.2 |

At 70 N/m the free-CO reading overstates the weakening slightly. The theorem therefore gives no licence to subtract $k_1c^2$ from the apparent constant of a real carbonyl: $f$ must be known first, and near $f^*$ the correction vanishes.

Three other omissions also need attention.

**Other carbonyls.** In a linear O–C–M–C–O chain with the same constants, coupling through the metal alone puts the two CO modes at 1999.3 and $2000.8\ \mathrm{cm^{-1}}$. A direct CO–CO interaction constant of 20 N/m, taken as an illustration, moves them to $2011.6\ \mathrm{cm^{-1}}$ (both bonds lengthening together) and $1988.4\ \mathrm{cm^{-1}}$ (one lengthening as the other shortens). In a hexacarbonyl each CO has five such partners, so for the band in which all six bonds lengthen together this effect can be as large as that of $f$. That band is infrared-inactive; in the infrared band near $2000\ \mathrm{cm^{-1}}$ the four cis contributions cancel by symmetry and only the trans partner acts. One band of a polycarbonyl therefore does not give the constant of one bond.

**Anharmonicity.** A Morse curve with a rough depth of 11 eV places the first transition of free CO about $26.5\ \mathrm{cm^{-1}}$ below its harmonic value, and that of the bound carbonyl, estimated as a free diatomic with the same depth, about $23\ \mathrm{cm^{-1}}$ below. If $2000\ \mathrm{cm^{-1}}$ is a measured fundamental, the harmonic value is about $2023\ \mathrm{cm^{-1}}$ and, with $f=0$, $k_2$ rises by about 38 N/m to about 1585 N/m. Placing the Morse spring inside the chain gives slightly smaller figures, a lowering of about $22\ \mathrm{cm^{-1}}$ and a rise of about 35 N/m. The correction moves $k_{\rm app}$ and $k_2$ together and leaves their difference at about 68.5 N/m. But comparing a measured bound wavenumber with a harmonic free one overstates the loss by this 35 to 38 N/m, more than half of that difference, so harmonic and measured wavenumbers must not be mixed.

**Temperature.** At 400 K, 0.08 % of the harmonic C–O oscillators are excited, but 22 % of the M–C oscillators are, since the lower mode lies at $426\ \mathrm{cm^{-1}}$. Within the harmonic model this moves no line. In a real molecule, anharmonic coupling between the modes can shift the CO band; that shift is not estimated here.

The remaining values are in the numerical output below.

## Computed results

```
masses M, C, O: 50.0, 12.000, 15.995 u
reduced mass of CO: 6.8562 u
carbon share c: 0.5714, c^2: 0.3264
M-C constant k1: 200 N/m; free CO constant: 1900 N/m
free CO wavenumber: 2168.7 cm^-1
attached, same CO constant: 2207.2 cm^-1
rise on attachment: 38.4 cm^-1
lower bound on attached wavenumber: 2205.7 cm^-1
rigid attachment, CO-rich mode: 1592.6 cm^-1
bound wavenumber (input): 2000.0 cm^-1
observed shift: -168.7 cm^-1
fall due to weakening alone: -207.2 cm^-1
apparent CO constant: 1615.8 N/m
true CO constant in the model: 1547.3 N/m
apparent minus true: 68.5 N/m
its lower bound k1*c^2: 65.3 N/m
apparent loss: 284.2 N/m; true loss: 352.7 N/m
part of true loss that is missed: 19.4 %
regime test k1*G11: 20.67 (N/m)/u
regime test k2*G22: 225.68 (N/m)/u
CO spring share of energy in upper mode: 95.6 %
lower (M-C) mode: 425.6 cm^-1
true CO constant if k1 = 100 N/m: 1582.4 N/m
true CO constant if k1 = 300 N/m: 1510.4 N/m
true CO constant, M infinite: 1548.5 N/m
sufficient limit k1*c/2 for f: 57.1 N/m
threshold f* where free-CO reading is right: 57.8 N/m
f = 30 N/m: true 1583.1, apparent-true 32.8 N/m
f = 60 N/m: true 1618.4, apparent-true -2.5 N/m
f = 70 N/m: true 1630.0, apparent-true -14.2 N/m
trans pair, CO-CO constant 0 N/m: in phase 1999.3, out of phase 2000.8 cm^-1
trans pair, CO-CO constant 20 N/m: in phase 2011.6, out of phase 1988.4 cm^-1
Morse depth (rough input): 11.0 eV
free CO, anharmonic lowering: 26.5 cm^-1
bound CO, anharmonic lowering: 23.1 cm^-1
true constant if 2000 cm^-1 is a fundamental: 1584.9 N/m
change from the harmonic reading: 37.6 N/m
C-O mode excited at 400 K: 0.075 %
M-C mode excited at 400 K: 21.636 %
```
